\section*{Band-edge resonances of finite photonic crystals: detuning and end-loss Q}

\section{How many periods?}

A waveguide grating is to serve as a resonator with a linewidth near 12 GHz, and the number of periods $N$ must be fixed before the layout is drawn. If the grating is already long and light leaves mainly through the two ends, doubling $N$ divides the linewidth by about eight and brings the resonance about four times closer to the band edge. If other losses dominate, the added length buys little. The choice depends on the end-loss law, its prefactor and its range of validity.

\section{The estimate}

Let $q$ be the distance of the Bloch phase per cell from its band-edge value $\pi$. A standing wave that fits into $N$ cells has $q\simeq m\pi/N$, with $m=1,2,\dots$ counted from the edge. At an ordinary edge the band is parabolic, so the detuning varies as $q^2\propto N^{-2}$.

The lifetime contains three factors. The group velocity is the slope of the parabola and falls as $q\propto1/N$. The path between the ends grows as $N$. The fraction of power transmitted at an end also falls as $q\propto 1/N$, because the edge Bloch wave is a standing wave without energy flux. The lifetime, path/(velocity $\times$ transmitted fraction), therefore grows as
\begin{equation}
\frac{N}{(1/N)(1/N)}=N^3 .
\end{equation}

\section{Controlled derivation}

\subsection{One cell and $N$ cells}

Fields vary as $e^{-i\omega t}$, and $u=\omega/\omega_0$ with $\omega_0$ the Bragg frequency. The crystal is lossless and one-dimensional, with the same medium of index $n_0$ at both ends. $H$ is scaled so that a forward wave has $H=nE$. A layer of phase thickness $\delta$ connects the fields on its left to those on its right by
\begin{equation}
L=\begin{pmatrix}\cos\delta&-\frac{i}{n}\sin\delta\\-in\sin\delta&\cos\delta\end{pmatrix},\qquad \det L=1 .
\end{equation}
Products of such matrices keep real diagonal and imaginary off-diagonal elements at real frequency, so the cell matrix is
\begin{equation}
M=\begin{pmatrix}p&-ib\\-ic&s\end{pmatrix},\qquad ps+bc=1,\qquad C\equiv\frac{p+s}{2}=\cos\phi ,
\end{equation}
where $\phi$ is the Bloch phase. For one cell in the outer medium, the left fields are $(1+r,\,n_0(1-r))$ and the right fields $(t,\,n_0t)$. Adding the first row to the second row divided by $n_0$ eliminates $r$:
\begin{equation}
\frac1t=\frac12\left(p+s-ibn_0-\frac{ic}{n_0}\right)=C+iB,\qquad B=-\frac12\left(n_0b+\frac{c}{n_0}\right).
\label{eq:B}
\end{equation}
Since $|r|^2+|t|^2=1$, we have $|r/t|^2=C^2+B^2-1$. At the edge $C=-1$, so $|B|=|r/t|$.

Could $B$ vanish there? It would require $c=-n_0^2b$, hence $ps=1+n_0^2b^2$. But $p+s=-2$ implies $ps\le1$, so $b=c=0$ and $M=-I$. Writing $M=-I+\epsilon X$ nearby, $\det M=1$ forces $\mathrm{tr}X=O(\epsilon)$, so $C+1$ is of second order and $C'=dC/du=0$. An edge where $C$ crosses $-1$ with $C'\neq0$ therefore has $B\ne0$. This is the case treated.

For $N$ cells,
\begin{equation}
M^N=\frac{\sin(N\phi)\,M-\sin[(N-1)\phi]\,I}{\sin\phi}.
\end{equation}
This holds for $N=1$. Multiplying by $M$ and using $M^2=2\cos\phi\,M-I$ turns the numerator into $\sin[(N+1)\phi]M-\sin(N\phi)I$, which proves the next case. The expression for $1/t$ is linear in the matrix and gives 1 for $I$. Expanding $\sin[(N-1)\phi]$ then yields
\begin{equation}
\frac1{t_N}=\cos N\phi+iB\,\frac{\sin N\phi}{\sin\phi}.
\label{eq:tN}
\end{equation}

\subsection{The complex resonance}

A free resonance has outgoing waves and no incident wave, so $1/t_N=0$ at complex $u$. With $\phi=\pi-q$,
\begin{equation}
\tan N\phi=\frac{i\sin\phi}{B}\quad\Longrightarrow\quad \tan Nq=-\frac{i\sin q}{B}.
\label{eq:pole}
\end{equation}
The right side is small for large $N$ and fixed $m$. Replacing $\sin q$ by $q$, and the arctangent by its argument, gives
\begin{equation}
Nq=m\pi-\frac{iq}{B},\qquad q=\frac{m\pi}{N+i/B},
\end{equation}
with $B$ taken at the edge. The root $m=0$ is spurious: as $q\to0$, Eq.~(\ref{eq:tN}) tends to $(-1)^N(1-iNB)\neq0$.

The band relation is $C=-\cos q$. Near the edge frequency $u_e$ it reads $-1+C'(u-u_e)=-1+q^2/2$, hence
\begin{align}
u-u_e&=\frac{q^2}{2C'}=\frac{m^2\pi^2}{2C'N^2}\left(1+\frac{i}{NB}\right)^{-2}\nonumber\\
&\simeq\frac{m^2\pi^2}{2C'N^2}\left(1-\frac{2i}{NB}\right).
\end{align}
Energy decays at the rate $2|\mathrm{Im}\,\omega|$, so $Q=\mathrm{Re}\,u/(2|\mathrm{Im}\,u|)$. Separating real and imaginary parts,
\begin{equation}
\mathrm{Re}\,u_m-u_e=\frac{m^2\pi^2}{2C'N^2},\qquad
Q_m=\frac{u_e|BC'|}{2\pi^2}\frac{N^3}{m^2}.
\label{eq:laws}
\end{equation}
Decay requires $BC'>0$. The dropped terms (higher powers of $1/(NB)$, the cubic terms of sine and arctangent, the variation of $B$, the curvature of $C(u)$, and the $q^4$ term of the band) change each result by a relative amount of order $N^{-2}$.

\subsection{Recovering the three factors}

Differentiating $C=-\cos q$ gives the speed $v=|du/dq|=\sin q/|C'|$, in cells per time $1/\omega_0$. For the end reflection, use amplitudes of forward and backward waves in the outer medium. The cell matrix $P$ in this basis has $P_{11}=C+iB$ and $|P_{11}|^2-|P_{12}|^2=1$, so $|P_{12}|^2=B^2-\sin^2q$. A Bloch wave with amplitude ratio $r_\infty$ obeys $P_{11}+P_{12}r_\infty=C\mp i\sin q$, so $|r_\infty|^2=(B\pm\sin q)^2/(B^2-\sin^2q)$. The solution below one is
\begin{equation}
R=\frac{|B|-\sin q}{|B|+\sin q},\qquad 1-R=\frac{2\sin q}{|B|+\sin q}.
\end{equation}
A lossless reciprocal junction has the same transmissivity from either side. The energy is multiplied by $R$ after each passage, which lasts $N/v$, so
\begin{equation}
Q=\frac{uN}{v\ln(1/R)}\simeq\frac{uN}{(q/|C'|)(2q/|B|)}=\frac{u|BC'|N^3}{2\pi^2m^2},
\end{equation}
where the last step uses $q=m\pi/N$. The estimate thus has the right prefactor as well as the right power.

\section{A quarter-wave grating}

Let both sections, of indices $n_1>n_2$, have the phase $\delta=\frac{\pi}{2}[1+g(u-1)]$, where $g$ is the ratio of group index to phase index, taken equal in all sections. Multiplying two layer matrices gives
\begin{align}
C&=\cos^2\delta-\Delta\sin^2\delta=1-(1+\Delta)\sin^2\delta,\quad \Delta=\frac12\left(\frac{n_1}{n_2}+\frac{n_2}{n_1}\right),\\
b&=\sin\delta\cos\delta\,\frac{n_1+n_2}{n_1n_2},\qquad c=\sin\delta\cos\delta\,(n_1+n_2).
\end{align}
Setting $C=-1$ gives $\sin^2\delta_e=2/(1+\Delta)=4n_1n_2/(n_1+n_2)^2$. Hence $\cos\delta_e=\pm\rho$ with $\rho=(n_1-n_2)/(n_1+n_2)$; the plus sign is the lower-frequency edge. The slope is
\begin{equation}
C'=-2(1+\Delta)\sin\delta_e\cos\delta_e\,\frac{\pi g}{2}=-2\pi g\cot\delta_e .
\end{equation}
Inserting $b$ and $c$ into Eq.~(\ref{eq:B}), and then $B$ and $C'$ into Eq.~(\ref{eq:laws}),
\begin{align}
|\mathrm{Re}\,u_m-u_e|&=\frac{\pi m^2|\tan\delta_e|}{4gN^2},\label{eq:det}\\
Q_m&=\frac{gu_e}{2\pi}\,\frac{(n_1-n_2)^2(n_0^2+n_1n_2)}{(n_1+n_2)n_0n_1n_2}\,\frac{N^3}{m^2}.\label{eq:Q}
\end{align}
For weak contrast and matched ends, $n_0^2\simeq n_1n_2$, this becomes $Q_m\simeq2gu_e\rho^2N^3/(\pi m^2)$. At fixed $N$ a stronger grating then has a higher $Q$.

\subsection{When is $N$ large enough?}

Keep $\rho$ small and the ends matched, but let $y=q/(2\rho)$ be arbitrary. Since $1+\Delta=2/\sin^2\delta_e$, the band relation becomes $\sin\delta=\sin\delta_e\cos(q/2)$. Thus $\cos^2\delta\simeq\rho^2+q^2/4$, and the distance of the phase from $\pi/2$ is $\varepsilon=\rho\sqrt{1+y^2}$ at the lower edge. There $B\simeq-2\varepsilon$, and Eq.~(\ref{eq:pole}) becomes $\tan Nq=iy/\sqrt{1+y^2}$. Its inverse gives
\begin{equation}
y=a\,(m\pi+i\,\mathrm{arsinh}\,y),\qquad a=\frac1{2\rho N}.
\end{equation}
With $y_0=m\pi a$ and $\mathrm{arsinh}\,y\simeq y-y^3/6$,
\begin{align}
y^2&\simeq \frac{y_0^2}{(1-ia)^2}-\frac{ia y_0^4}{3},\qquad
\frac{\varepsilon}{\rho}\simeq1+\frac{y^2}{2}-\frac{y^4}{8},\\
\mathrm{Im}\frac{\varepsilon}{\rho}&\simeq ay_0^2\left(1-2a^2-\frac{y_0^2}{6}-\frac{y_0^2}{2}\right),\\
\mathrm{Re}\frac{\varepsilon}{\rho}-1&\simeq\frac{y_0^2}{2}\left(1-3a^2-\frac{y_0^2}{4}\right),
\end{align}
where $\mathrm{Im}\,y^4\simeq4ay_0^4$ was used. The law for $Q$ is therefore multiplied by $1+(2+2\pi^2m^2/3)a^2$, and that for the detuning by $1-(3+\pi^2m^2/4)a^2$. Both need $y_0\ll1$, or $N\gg m\pi/(2\rho)$.

In the opposite regime, $m\ll N\ll m\pi/(2\rho)$, $y$ is large and $\mathrm{arsinh}\,y\simeq\ln2y$. Then $\mathrm{Im}\,\varepsilon\simeq\mathrm{Im}\,q/2$, and to logarithmic accuracy $Q\simeq\pi guN/[2\ln(m\pi/\rho N)]$. The short grating is a poor Fabry--Perot resonator, and the cubic law does not apply.

\section{Comparison for a silicon waveguide grating}

Take rough typical values for a width-modulated silicon strip: effective indices 2.5 and 2.3, feeding guide 2.4, group index 4.2 and Bragg wavelength 1550 nm. Then $g=1.75$, $\rho=0.0417$ and the period is 323.5 nm. The lower edge lies at $u_e=0.985$, or 1573.9 nm. Equation~(\ref{eq:Q}) gives $Q_1=1.9065\times10^{-3}N^3$. For $N=200$,
\begin{equation}
Q_1=1.9065\times10^{-3}\times8\times10^6=15252 .
\end{equation}
Complex resonances found directly from multiplied layer matrices, without Eq.~(\ref{eq:tN}), compare as follows for $m=1$.

\begin{center}
\begin{tabular}{rrrrr}
$N$ & \multicolumn{2}{c}{detuning (GHz)} & \multicolumn{2}{c}{$Q$}\\
 & matrix & law & matrix & law\\
50 & 664 & 833 & 339 & 238\\
100 & 194 & 208 & 2129 & 1907\\
200 & 51.1 & 52.0 & 15713 & 15252\\
400 & 12.95 & 13.01 & 122946 & 122016\\
800 & 3.248 & 3.252 & 977994 & 976131
\end{tabular}
\end{center}

The exponent of $Q$ per doubling of $N$ rises from 2.65 to 2.99, and that of the detuning goes from $-1.776$ to $-1.995$. The scale $\pi/(2\rho)=38$ periods explains the poor result at $N=50$. At $N=200$, $a=0.060$, and the correction raises the law for $Q$ to 15723, within 0.1\% of the matrix value.

For $N=200$ the detuning corresponds to 0.42 nm. The complex frequency gives a linewidth of 12.1 GHz, and the computed transmission peak has a full width at half maximum of 12.4 GHz. An end transmits 31\% of the power. With the same ends and length, the ordinary group index of 4.2 would give $Q$ of only about 2900, but the Bloch group index is about 23. The bounce formula gives $Q=15607$, 0.7\% below the matrix value.

The general law was also tested on a strong cell with indices 3.5 and 1.5, phases $0.6\pi u$ and $0.35\pi u$, and outer index 1. From $N=40$ to 80 the relative error of $Q$ falls from 0.68\% to 0.17\%, and that of the detuning from 0.36\% to 0.09\% in magnitude. Both fall fourfold, as a relative correction of order $N^{-2}$ requires.

\subsection{What a real grating adds}

A uniform index change $dn$ is compensated in the section phase when $n_g\,d\omega/\omega=-dn$; the change of interface reflection, which alters the results below for uniform heating and loss by about 3\%, is neglected. Power attenuation $\alpha$ means $dn=i\alpha\lambda/(4\pi)$, so it adds
\begin{equation}
\frac1{Q_{\rm loss}}=\frac{\alpha\lambda}{2\pi n_g}.
\end{equation}
For a rough 2 dB/cm, and with $\lambda$ set to the Bragg value 1550 nm, $Q_{\rm loss}=3.7\times10^5$. The total is 15071 at $N=200$, but at $N=800$ it is $2.7\times10^5$ instead of $9.8\times10^5$. End loss and propagation loss are equal at $N\simeq579$; well beyond that, length adds little to $Q$. With $\lambda$ taken at the resonance, 1574 nm, $Q_{\rm loss}$ is $3.6\times10^5$, the totals are about 15060 and $2.65\times10^5$, and the crossing lies at $N\simeq575$.

With a rough index slope of $1.8\times10^{-4}$ per kelvin, heating by 1 K moves the line by $-8.2$ GHz, two thirds of its width at $N=200$. Let the phases of the $2N$ sections have independent errors, each equivalent to an index error of rms $dn$, with the interface reflections held fixed. These errors are averaged with the normalized energy weights $w_j=\sin^2(\cdot)/N$ of the standing-wave envelope. Since $\sin^4$ averages to $3/8$, $\sum w_j^2=3/(4N)$ and the rms shift of the resonance frequency $f$ is, to first order, $f(dn/n_g)\sqrt{3/(4N)}$. This requires a shift well below the mode spacing, which shrinks as $N^{-2}$. For $dn=0.002$ this gives 5.6 GHz, and 200 simulated gratings with such phase errors agree within their sampling error of about 5\%. A real index error also changes the interface reflections: if all sections of index $n_1$ change by $dn$, $\rho$ changes by about $dn/(2n_1)$, which moves the edge by $2/\pi$ times the shift due to the phase alone. The 5.6 GHz is therefore only a rough guide to the effect of index errors. The mean $Q$ of the simulated gratings is 15764 with a standard deviation of 785, so no change of the mean is resolved.

The edge Bloch wave has index 2.43, above a rough cladding index of 1.45, so the infinite periodic structure does not radiate sideways. Scattering caused by the finite length and by fabrication errors is not calculated; together with absorption, a distributed loss of 47 dB/cm would halve the end-loss $Q$ at $N=200$. Correlated width errors and nonlinear absorption are also left out. Treating section junctions as plane interfaces between effective indices is a further approximation: since $Q\propto\rho^2$ at fixed $N$, a 10\% error in $\rho$ changes $Q$ by about 20\%. The cut of the ends matters at the level of a few percent: if the grating begins and ends with half a section, $|B|$ is smaller by about the factor $1-\rho$, and at $N=200$ $Q$ falls to about 15100 (12.6 GHz). Equal $g$ means group indices 4.375 and 4.025 for the high- and low-index sections; values of 4.1 and 4.3 instead raise $Q$ to about 16400 (11.6 GHz). About 200 periods therefore meet the 12 GHz target to within about 5\% if the junction reflection is as assumed and the added loss is small: 5 dB/cm would already widen the line to 13.4 GHz. The numerical output gives the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
section indices 2.5, 2.3; feeding guide 2.4
group index 4.2; g = 1.750; rho = 0.04167
Bragg wavelength 1550.0 nm; frequency 193414 GHz
section lengths 155.0, 168.5 nm
period 323.5 nm; length at N=200 64.7 um
lower edge: u_e = 0.984838, wavelength 1573.86 nm
upper edge: u_e = 1.015162
at lower edge: B = -0.08333, C' = -0.45855
cubic-law coefficient Q/N^3 = 1.9065e-03
size scale pi/(2 rho) = 37.7 periods
N, detuning GHz (matrix, law), Q (matrix, law)
  50   663.926   832.597       339.0       238.3
 100   193.885   208.149      2129.0      1906.5
 200    51.051    52.037     15712.5     15252.0
 400    12.946    13.009    122945.9    122016.3
 800     3.248     3.252    977994.3    976130.6
exponent of Q per doubling: 2.651 2.884 2.968 2.992
exponent of detuning: -1.776 -1.925 -1.979 -1.995
correction coefficient of Q: 8.486, theory 8.580
same for detuning: -5.451, theory -5.467
N=200: a = 0.0600, corrected Q law 15723
N=200, m=2: detuning 199.38 GHz, Q 4186
N=200, m=1: wavelength offset 0.422 nm
linewidth: pole 12.12, spectrum 12.42 GHz
end transmissivity 0.3126; Bloch group index 22.65
bounce estimate of Q 15607
strong cell, N=40: relative errors of detuning, Q -0.00363, 0.00684
strong cell, N=80: -0.00091, 0.00171
propagation loss 2.0 dB/cm: Q_loss 3.697e+05
total Q: N=200 15071, N=800 267947
end loss equals propagation loss at N = 579
loss that halves Q at N=200: 47.1 dB/cm
index slope 1.8e-04 per K: shift -8.18 GHz for 1 K
random index error 0.002: rms shift 5.61 GHz, theory 5.55 GHz
with random errors: mean Q 15764, standard deviation 785
edge Bloch index 2.433; cladding index 1.45
\end{verbatim}
